# The variable-phase equation and the absolute phase shift

## 1. A negative phase shift from an attractive well

Take the screened Coulomb well $V(r)=-2Ze^{-r/\lambda}/r$ with the round model values $Z=5$, $\lambda=1$ bohr, at $E=0.5$ Ry (6.80 eV). Integrate the radial equation to 30 bohr, match to free waves and take the arctangent. The result is $-1.302483$ rad for $l=0$ and $-0.393159$ rad for $l=1$. An attractive well pulls the wave inward, and first-order perturbation theory gives it a positive phase. The values that grow continuously from zero as the well is switched on are $4.980702$ and $2.748433$ rad, larger by $2\pi$ and $\pi$. Matching delivers only $\tan\delta$. Calogero's equation is a first-order equation for $\delta$ itself, and it keeps the count.

## 2. Conventions

Rydberg units are used: $\hbar=2m=1$, $E=k^2>0$ in Ry, lengths in bohr. With a prime for $d/dr$,
$$u''=-[W-V]\,u,\qquad W(r)=k^2-\frac{l(l+1)}{r^2}.$$
$V$ is real and local, with $\int_0 r|V|\,dr<\infty$ at the origin and $\int^\infty|V|\,dr<\infty$ far out. The free solutions are the Riccati functions $\hat j=xj_l(x)$, $\hat n=xy_l(x)$, $x=kr$. They obey $k^2f_{xx}=-Wf$, and
$$\hat j\to\frac{x^{l+1}}{(2l+1)!!},\quad \hat n\to-\frac{(2l-1)!!}{x^l}\ \ (x\to0);\qquad \hat j\to\sin\!\big(x-\tfrac{l\pi}{2}\big),\quad \hat n\to-\cos\!\big(x-\tfrac{l\pi}{2}\big)\ \ (x\to\infty),$$
with $(-1)!!=1$. The Wronskian $\hat j\hat n_x-\hat j_x\hat n$ has derivative $\hat j\hat n_{xx}-\hat j_{xx}\hat n=0$, and the large-$x$ forms give it the value $\sin^2+\cos^2=1$.

## 3. Matching at every radius

At each $r>0$ define $a(r)$, $b(r)$ by matching value and slope to a free wave:
$$u=a\hat j-b\hat n,\qquad u'/k=a\hat j_x-b\hat n_x .\tag{1}$$
Multiply the first by $\hat n_x$, the second by $\hat n$, and subtract: $b$ cancels and $a$ is multiplied by the Wronskian. The same with $\hat j_x$, $\hat j$ leaves $-b(\hat n\hat j_x-\hat n_x\hat j)=b$. Hence
$$a=u\hat n_x-\hat n u'/k,\qquad b=u\hat j_x-\hat j u'/k .\tag{2}$$
If $a=b=0$ at some $r$, then $u=u'=0$ there and $u\equiv0$. A nontrivial solution therefore allows $a=A\cos\delta$, $b=A\sin\delta$ with $A>0$ and $\delta(r)$ continuous.

Now cut the potential at $r_c$, setting $V=0$ beyond it. Inside, $u$ is unchanged. A finite jump in $V$ leaves $u,u'$ continuous, so the outer free solution has the constant coefficients $a(r_c)$, $b(r_c)$, and far away
$$u\to A\big[\cos\delta\sin(kr-\tfrac{l\pi}2)+\sin\delta\cos(kr-\tfrac{l\pi}2)\big]=A\sin\!\big(kr-\tfrac{l\pi}2+\delta(r_c)\big).$$
So $\delta_l(r)$ is the phase shift of the potential cut at $r$. For a muffin-tin potential, with $E$ and $V$ measured from the interstitial constant, $\delta_l(r_{MT})$ is the single-site phase shift.

## 4. The phase and amplitude equations

Differentiate (2), using $d/dr=k\,d/dx$ on the free functions:
$$a'=u'\hat n_x+ku\hat n_{xx}-\hat n_xu'-\hat n u''/k=-\frac{W}{k}u\hat n+\frac{W-V}{k}u\hat n .$$
The first-derivative terms cancel, and so does $W$. The calculation for $b$ is the same with $\hat j$:
$$a'=-\frac Vk\,u\hat n,\qquad b'=-\frac Vk\,u\hat j .\tag{3}$$
Define
$$P=\cos\delta\,\hat j-\sin\delta\,\hat n=u/A,\qquad Q=\sin\delta\,\hat j+\cos\delta\,\hat n .$$
From the polar form, $ab'-ba'=A^2\delta'$ and $aa'+bb'=AA'$. With (3), $ab'-ba'=-(V/k)u(a\hat j-b\hat n)=-(V/k)A^2P^2$ and $aa'+bb'=-(V/k)u(a\hat n+b\hat j)=-(V/k)A^2PQ$. Dividing by $A^2$,
$$\delta_l'(r)=-\frac{V(r)}{k}\big[\cos\delta_l\,\hat j(kr)-\sin\delta_l\,\hat n(kr)\big]^2,\tag{4}$$
$$(\ln A)'=-\frac Vk\,PQ .\tag{5}$$
Equation (4) is the variable-phase equation. It does not contain $A$, because the normalisation of $u$ cannot affect a phase. For $l=0$, $\hat j=\sin x$, $\hat n=-\cos x$, and it reads $\delta_0'=-(V/k)\sin^2(kr+\delta_0)$.

The converse is needed below: every solution of (4) comes from a solution of the radial equation. Take $A$ from (5) and set $a=A\cos\delta$, $b=A\sin\delta$, $u=AP$. Then $a'=-(V/k)AP(Q\cos\delta-P\sin\delta)$ and $b'=-(V/k)AP(Q\sin\delta+P\cos\delta)$, and the brackets equal $\hat n$ and $\hat j$, which is (3). It follows that $a'\hat j-b'\hat n=0$, so $u'=k(a\hat j_x-b\hat n_x)$, and $u''=k(a'\hat j_x-b'\hat n_x)-Wu=-Vu(\hat n\hat j_x-\hat j\hat n_x)-Wu=(V-W)u$.

Since $(P,Q)$ is a rotation of $(\hat j,\hat n)$, $P^2+Q^2=M^2\equiv\hat j^2+\hat n^2$. Three consequences follow.

1. For $r>0$, $|\delta'|\le|V|M^2/k$. Because $\partial P/\partial\delta=-Q$, the $\delta$-derivative of the right side is $2VPQ/k$, bounded by the same quantity. The solution cannot blow up, and it is unique from any $r_0>0$.
2. The sign of $\delta'$ is that of $-V$. For $V\le0$, $\delta(r)$ never decreases.
3. $M^2\to1$ at large $x$, so $|\delta(\infty)-\delta(R)|\le k^{-1}\int_R^\infty|V|M^2dr$ and the limit $\delta(\infty)$ exists. For an unscreened tail $-2Z/r$, $P^2$ averages to $\tfrac12$, $\delta$ grows as $(Z/k)\ln r$, and there is no limit.

For comparison, $t=\tan\delta$ obeys $t'=\delta'/\cos^2\delta=-(V/k)(\hat j-t\hat n)^2$, which has a pole wherever $a=0$. At such a radius (4) is regular, $\delta'=-(V/k)\hat n^2$. For $V\le0$ each pole is an upward passage through a half-odd multiple of $\pi$, after which the principal arctangent is short by one more $\pi$.

## 5. The condition at the origin

For $l=0$ and a potential integrable at the origin, such as a square well, (4) is regular at $r=0$ and $\delta(0)=0$ fixes the solution. For a $1/r$ potential, and for the square well as well when $l\ge1$ because $\hat n$ diverges, (4) is singular at $r=0$, and "$\delta(0)=0$" does not select a solution. Let $V\to-2Z/r$. Insert $u=r^{l+1}(1+c_1r+\dots)$ in the radial equation. The terms in $r^l$ give $c_1[(l+2)(l+1)-l(l+1)]+2Z=0$, so $c_1=-Z/(l+1)$. In (2), $a$ tends to the positive constant $(2l+1)!!/k^{l+1}$ and $b\to0$. Then $P=u/A\to\hat j$ to leading order, and (4) integrates to
$$\delta\simeq\frac{2Z}{k}\int_0^r\frac{(kr')^{2l+2}}{[(2l+1)!!]^2}\frac{dr'}{r'}=\frac{2Zk^{2l+1}r^{2l+2}}{(2l+2)[(2l+1)!!]^2},\tag{6}$$
with a relative correction of order $Zr$. For a general admissible $V$ the same integral is at most a constant times $r^{2l+1}\int_0^r r'|V|dr'$, so the regular solution has $\delta/r^{2l+1}\to0$.

There are other solutions with $\delta\to0$. Suppose $\delta$ is small but $|\delta\hat n|\gg\hat j$. For $l=1$, $\hat n\simeq-1/(kr)$ and (4) becomes $\delta'=2Z\delta^2/(k^3r^3)$, that is $-(1/\delta)'=2Z/(k^3r^3)$, so $1/\delta=Z/(k^3r^2)+C$ and $\delta\simeq k^3r^2/Z$. This is consistent, since $\delta\hat n\sim r$ while $\hat j\sim r^2$. For $l=0$ the same steps give $\delta\simeq k/(2Z|\ln r|)$, a form approached only logarithmically. For a square well of depth $V_0$ and $l=1$ they give $\delta'=V_0\delta^2/(k^3r^2)$ and $\delta\simeq k^3r/V_0$, so a bounded potential has such solutions too. In the model, an $l=1$ solution started 0.1 rad above the regular one at 0.2 bohr and integrated inward has $\delta=7.0678\times10^{-10}$ rad at $10^{-4}$ bohr, against $k^3r^2/Z=7.0711\times10^{-10}$ rad. The regular solution there is $9.8215\times10^{-18}$ rad.

The condition $\delta/r^{2l+1}\to0$ does select one solution. For two solutions of the radial equation, (1) gives
$$u_1u_2'-u_2u_1'=k(a_2b_1-a_1b_2)(\hat j\hat n_x-\hat j_x\hat n)=kA_1A_2\sin(\delta_1-\delta_2),\tag{7}$$
because the $a_1a_2$ and $b_1b_2$ terms cancel, and the left side is constant in $r$. If both phases satisfy the condition, then $P=O(r^{l+1})$ and $Q=O(r^{-l})$, the right side of (5) is $O(r|V|)$ and integrable, and $A_1$, $A_2$ have finite limits. The constant in (7) is then zero, $\delta_1-\delta_2$ is a fixed multiple of $\pi$, and that multiple is zero because both phases vanish at the origin.

Equation (7) also propagates errors. To first order in a small difference $\varepsilon=\delta_1-\delta_2$, $A^2\varepsilon$ is constant, so $\varepsilon(R)=\varepsilon(r_1)A(r_1)^2/A(R)^2$. For $l=0$ and $r_1=0.5$ bohr, both the perturbed phase equation and the amplitude ratio from the linear equation give the gain 4.7860. From the origin the gain is $1/0.15465^2\approx42$. The start value at $r_0=10^{-5}$ bohr is, by (6), $Zkr_0^2=3.5355\times10^{-10}$ rad, and only a fraction of order $Zr_0$ of it is in error.

## 6. What the absolute value counts

"Absolute" is a choice of branch: continuity in $r$ from zero. It has a meaning independent of (4). Write $\hat j=M\sin\theta$, $\hat n=-M\cos\theta$ with $\theta$ continuous and $\theta(0)=0$, which the small-$x$ forms allow. Differentiating the polar angle of the point $(-\hat n,\hat j)$ gives $\theta_x=(\hat j\hat n_x-\hat n\hat j_x)/M^2=1/M^2$. Explicitly, $-\hat n+i\hat j=Me^{i\theta}$ equals $e^{ix}$, $e^{ix}(1/x-i)$ and $e^{ix}(3/x^2-1-3i/x)$ for $l=0,1,2$. Thus $\theta=x$ for $l=0$, $\theta=x-\arctan x$ for $l=1$, and for $l=2$ the subtracted angle runs from 0 to $\pi$; in these three cases $\theta\to x-l\pi/2$ with no extra multiple of $2\pi$.

Then $P=M(\sin\theta\cos\delta+\cos\theta\sin\delta)$, so with $\varphi=\theta+\delta$
$$u=AM\sin\varphi,\qquad \varphi'=\frac{k}{M^2}-\frac Vk M^2\sin^2\varphi .$$
Near the origin $\theta\simeq x^{2l+1}/[(2l+1)!!(2l-1)!!]$ dominates $\delta$, so $\varphi$ starts small and positive. Nodes of $u$ are the points $\varphi=m\pi$, and there $\varphi'=k/M^2>0$ whatever the sign of $V$. Each multiple of $\pi$ is crossed once, upward, and
$$N(R)=\lfloor[\theta(kR)+\delta(R)]/\pi\rfloor\tag{8}$$
is the number of nodes in $(0,R]$. The integer missing from $\tan\delta$ is a node count.

The square well of depth $V_0$ and radius $r_w$ shows this in closed form. For $l=0$, $\varphi=kr+\delta$, and (1) gives $\tan\varphi=ku/u'=(k/K)\tan Kr$ with $K^2=V_0+k^2$. The two tangents vanish and diverge together, and both angles start at zero and increase, so $\varphi$ and $Kr$ lie on the same branch: $\delta_0=\arctan[(k/K)\tan Kr_w]+m\pi-kr_w$, with $m$ the integer nearest $Kr_w/\pi$. For $V_0=30$ Ry, $r_w=1.5$ bohr, $k=0.8$ bohr$^{-1}$: $K=5.53534$ bohr$^{-1}$, $Kr_w=8.3030=2.643\pi$, $m=3$, and $\delta_0=-0.2914+9.4248-1.2=7.9334$ rad. Equation (4) and the formula both give 7.9333818 rad.

## 7. Weak coupling and high energy

Replace $V$ by $gV$, $0\le g\le1$. At a small fixed $r_0$ the start value is small for all such $g$ and equals $\arctan(b/a)$, which is continuous in $g$. Beyond $r_0$ the right side of (4) is smooth in $\delta$ and $g$, and the tail bound is uniform in $g$. So $\delta(\infty;g)$ is continuous, and it vanishes at $g=0$: the branch of (4) is the one reached by switching the well on. The same argument gives continuity in $k>0$.

To first order in $g$, $P=\hat j$, and $\delta/g\to\delta_B=-k^{-1}\int_0^\infty V\hat j^2dr$, the Born phase. For the screened well put $\mu=1/\lambda$. Averaging $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}$ over the directions of $\mathbf r$, with $|\mathbf k|=|\mathbf k'|=k$ and $s$ the cosine between them, gives $\sin qr/(qr)$ with $q^2=2k^2(1-s)$. Expanding both plane waves in spherical harmonics and using their orthogonality gives $\sum_l(2l+1)j_l^2(kr)P_l(s)$ for the same average. Projecting on $P_l$, $j_l^2=\tfrac12\int_{-1}^1P_l(s)\sin qr/(qr)\,ds$. With $\int_0^\infty e^{-\mu r}\sin qr\,dr/q=1/(\mu^2+q^2)=1/[2k^2(z-s)]$ and $z=1+\mu^2/2k^2$,
$$\delta_B=\frac{2Z}{k}\,k^2\!\int_0^\infty\! e^{-\mu r}rj_l^2\,dr=\frac Zk\,Q_l(z),\qquad Q_l(z)=\frac12\int_{-1}^1\frac{P_l(s)}{z-s}ds .$$
Here $Q_0=\tfrac12\ln\frac{z+1}{z-1}$ and $Q_1=zQ_0-1$. At $k^2=0.5$, $z=2$, $Z/k=7.07107$, $Q_0=\tfrac12\ln3=0.549306$, so $\delta_B=3.88418$ rad for $l=0$ and $7.07107\times0.098612=0.69729$ rad for $l=1$; for $l=2$ it is 0.14979 rad. Equation (4) at $g=10^{-5}$ gives $\delta/g=3.88428$, $0.69730$, $0.14979$ rad.

At full strength the phase of this well vanishes as $k\to\infty$. For $l=0$, as long as $0\le\delta\le kr$, $\delta'\le(2Z/kr)(2kr)^2=8Zkr$, so $\delta\le4Zkr^2$, which stays below $kr$ for $r<1/4Z$. For $k>4Z$ this gives $\delta(1/k)\le4Z/k$. Beyond $1/k$ use $\sin^2\le1$ and, for $k\lambda>1$, $\int_{1/k}^\infty e^{-r/\lambda}dr/r\le\ln k\lambda+1$, obtained by splitting the integral at $\lambda$. Then $\delta_0(\infty)\le(2Z/k)(\ln k\lambda+3)\to0$. For $l\ge1$ the same split works. For $x\le1$, $\delta\le\theta$ implies $P^2\le4\hat j^2$, hence $\delta\le Cx^{2l+2}/k$, which is below $\theta\ge cx^{2l+1}$ at large $k$; for $x\ge1$, $M^2$ is bounded. A small $\delta$ alone does not give $P\simeq\hat j$, because $\hat n$ is large at small $x$ (Part 9). The bounds above give more: for $x\le1$ the ratio $\delta/\theta$ is $O(1/k)$, so $|\sin\delta\,\hat n|\ll\hat j$, and for $x\ge1$, $|P-\hat j|\le M|\delta|\to0$. Hence $P\to\hat j$ as $k\to\infty$ and the Born phase is the leading term. The computed $\delta_0$ at $k=2,10,40$ bohr$^{-1}$ is 3.6375, 1.5112, 0.5484 rad, above the Born values 3.5415, 1.4985, 0.5478 rad by 2.7%, 0.8% and 0.1% of the latter.

## 8. Low energy: Levinson's theorem

Let $V=0$ beyond some $r_c$. The first need is the oscillation theorem: the zero-energy regular solution $u_0$ has as many nodes as there are bound states with $E<0$, $n_l$. With $U=V+l(l+1)/r^2$, $u''=(U-E)u$ and $u_E''=(U-E)u_E-u$, where $u_E=\partial u/\partial E$. Therefore $(uu_E'-u'u_E)'=-u^2$, and since the bracket vanishes at the origin,
$$uu_E'-u'u_E=-\int_0^ru^2dr' .\tag{9}$$
At a node $r_n$, (9) gives $u'u_E=\int u^2$, so $dr_n/dE=-u_E/u'<0$: nodes move inward as $E$ rises. They cannot be created or destroyed at finite $r$, since that needs $u=u'=0$, nor leave through the origin, where $u\simeq r^{l+1}$. They can only enter from infinity. For $E<0$ and $r>r_c$, $u=\alpha G+\beta D$ with $G$ the positive growing and $D$ the positive decaying solution, and $D/G$ falls monotonically to zero because their Wronskian has one sign. A node at $D/G=-\alpha/\beta$ lies at infinity exactly when $\alpha=0$, which is a bound state. There (9) at large $r$ reads $\beta\alpha_E(DG'-D'G)=-\int u^2\ne0$, so $\alpha$ changes sign and exactly one node enters. At sufficiently negative $E$ there is no node to begin with. A node at $r_n$ would give $\int_0^{r_n}[u'^2+(U-E)u^2]\,dr=0$. Since $u(r)^2\le r\int_0^{r_n}u'^2dr$, the part of $\int|V|u^2$ from $r<r_1$ is below $\int u'^2$ once $\int_0^{r_1}r|V|\,dr<1$, and for $V$ bounded beyond $r_1$ the rest is outweighed by $-E\int u^2$ when $-E$ exceeds that bound, so the integral is positive. Below the lowest level, then, $u$ has no node. The same inward motion shows that with a hard wall at $R$ the number of levels below $E$ is $N(R)$ of (8), so the well changes the level count per $(l,m)$ channel by $\delta_l/\pi$ on average over $R$. This is where the absolute value matters; $e^{2i\delta}$ and $\sin^2\delta$ do not depend on it.

Beyond $r_c$, $u_0=\alpha r^{l+1}+\beta r^{-l}$. Assume $\alpha\neq0$. Fix $R>r_c$ beyond the last node, so large that $\rho=\beta R^{-l}/(\alpha R^{l+1})$ has $|\rho|<1$. As $k\to0$, $u\to u_0$ and $u'\to u_0'$ on $(0,R]$, so $N(R)=n_l$ for small $k$. In $u=a\hat j-b\hat n$ the term $a\hat j$ tends to $\alpha r^{l+1}$ and $-b\hat n$ to $\beta r^{-l}$, hence
$$\frac{\tan\delta}{\tan\theta(kR)}=\frac{-b\hat n}{a\hat j}\to\rho .$$
Write $\delta=m\pi+\eta$ with $|\eta|\le\pi/2$. Then $|\tan\eta|<\tan\theta$ with $\theta\to0^+$, so $|\eta|<\theta$ and $0<\theta+\eta<\pi$. Equation (8) gives $m=n_l$, and
$$\delta_l(k\to0)=n_l\pi,\qquad \eta\simeq\frac\beta\alpha\,\frac{k^{2l+1}}{(2l+1)!!\,(2l-1)!!}.$$
For $l=0$, $u_0=\alpha(r-a_s)$ defines the scattering length and $\delta_0\simeq n_0\pi-ka_s$.

The derivation assumed $\alpha\ne0$, and for $l=0$ the result changes when $\alpha=0$. For $l=0$, $u_0$ is then constant outside, and (9) divided by $u^2$ gives $u'/u\simeq-ck^2$ at $R$ with $c>0$. So $\tan\varphi=ku/u'$ diverges and $\delta_0\to(n_0+\tfrac12)\pi$. For $l\ge1$, $r^{-l}$ is a normalisable state at zero energy, $\rho$ is undefined, and the argument above does not apply. There is no half-integer term in that case: the limit is $(n_l+1)\pi$, so the theorem keeps its form if the zero-energy state is counted as bound (stated here without proof). The screened well has no sharp edge; the theorem has been shown for the well cut at a large radius, and its use for the uncut well rests on the numerical test below.

## 9. The screened well at $E=0.5$ Ry

With $k=0.707107$ bohr$^{-1}$, (4) and (5) were integrated from $10^{-5}$ bohr, starting from (6), to 30 bohr, which stands for infinity. Phases are in rad.

| $r$ (bohr) | $\delta_0$ | $\delta_1$ | $\delta_2$ |
|---|---|---|---|
| 0.25 | 2.80829 | 0.00044 | 0.00000 |
| 0.5 | 2.84910 | 0.00857 | 0.00002 |
| 1.0 | 3.56758 | 0.38815 | 0.00076 |
| 2.5 | 4.81525 | 2.60909 | 0.04673 |
| 5.0 | 4.97559 | 2.73872 | 0.19317 |
| 10 | 4.98069 | 2.74841 | 0.20934 |
| 30 | 4.98070 | 2.74843 | 0.20939 |

The final values are $285.37^\circ$, $157.47^\circ$ and $12.00^\circ$.

The missing multiples of $\pi$ are the poles of Part 4. $\tan\delta_0$ has two, at 0.1585 and 1.4388 bohr, so $\delta_0=-1.302483+2\pi=4.980702$. The $p$ phase passes $\pi/2$ between 1.0 and 2.5 bohr and ends below $3\pi/2$, so $\delta_1=-0.393159+\pi$. The $d$ phase never reaches $\pi/2$ and equals its arctangent. The node count reproduces these integers without using (4). For $l=0$ the linear solution has 8 nodes within 30 bohr and $\theta=kR=21.21320$. The fractional part of $\varphi$ is $21.21320-1.30248-6\pi=1.06116$, so $\delta_0=8\pi+1.06116-21.21320=4.98070$. The free wave has $\lfloor21.21320/\pi\rfloor=6$ nodes. For $l=1$ and 2, $\varphi/\pi=7.1422$ and $5.8640$, with 7 and 5 nodes. Following $\arctan(b/a)$ continuously in $g$ from 0 to 1 ends on the same three phases.

The $s$ phase climbs in steps because $\delta_0'=(|V|/k)\sin^2(kr+\delta_0)$. It nearly stalls between 0.25 and 0.5 bohr, gaining 0.041 rad, since $\varphi$ goes from $0.17678+2.80829=2.985$ to $0.35355+2.84910=3.203$ and so stays within 0.16 rad of $\pi$: the first node of $u$ lies in this interval.

Cutting at 2.5 bohr and propagating the linear equation freely outward gives 4.815250, 2.609094 and 0.046726 rad, equal to the tabulated $\delta_l(2.5)$. The cut loses 0.165, 0.139 and 0.163 rad. These are similar amounts, but the cut keeps only $0.046726/0.209388=22\%$ of the full $d$ phase. While $0\le\delta_2\le\theta$ with $\theta$ small (at the cut, $0.047$ rad against $\theta=0.173$ rad from the closed form of Part 6), the factor $P^2$ in the growth rate lies between $\hat j^2$ and $4\hat j^2$, with $\hat j^2\propto x^6$ at small $x$, and the free turning point $\sqrt6/k=3.5$ bohr lies outside the cut. The gains beyond 5 bohr are 0.00512, 0.00971 and 0.01621 rad, within the bounds 0.01624, 0.01723 and 0.01979 rad of Part 4.

The Born phase for $l=2$, 0.14979 rad, is 28% below the true 0.20939 rad, although both are small. Integrating (3) gives the exact relation $\sin\delta(\infty)=-k^{-1}\int V\hat j\,u/A(\infty)\,dr$, and the Born phase replaces $u/A(\infty)$ by $\hat j$. Near the origin $u/A(\infty)=\hat j\,A(0)/A(\infty)=\hat j/0.08280$, twelve times larger. That region carries almost none of the integral, whose Born integrand goes as $r^5$ there. The shortfall builds up between about 1 and 5 bohr, where the ratio of $u/A(\infty)$ to $\hat j$ falls from about 3.5 to about 1. A small final phase does not make that replacement accurate.

Finite-difference diagonalisation finds two $s$ levels ($-16.340$ and $-0.605$ Ry), one $p$ level ($-0.205$ Ry) and no $d$ level. At $k=0.01$ bohr$^{-1}$, (4) gives $\delta_l/\pi=1.993746$, $0.999998$, $0.000000$. The zero-energy solution gives $a_s=R-u_0/u_0'=1.9647$ bohr, and $2-0.01\times1.9647/\pi=1.99375$ accounts for the $s$ value.

The program that performs these integrations and asserts the comparisons follows with its output.

## Computed values

```
Z = 5, lambda = 1.0 bohr, cut radius = 2.5 bohr
E = 0.50 Ry = 6.8028 eV, k = 0.707107 1/bohr
start radius = 1e-05 bohr, outer radius = 30 bohr
square well depth 30 Ry, radius 1.5 bohr, k = 0.8 1/bohr, K = 5.53534 1/bohr
  d0 phase equation = 7.9333818 rad, analytic = 7.9333818 rad
radii (bohr): [0.25, 0.5, 1.0, 2.5, 5.0, 10.0]
l=0: start value d(r0) = 3.5355e-10 rad
  d(r) rad: 2.80829 2.84910 3.56758 4.81525 4.97559 4.98069
  d(inf) = 4.980702 rad = 285.37 deg, d/pi = 1.58541
  arctan(b/a) = -1.302483 rad, node count value = 4.980702 rad
  nodes = 8, theta(kR) = 21.21320 rad, (theta+d)/pi = 8.3378
  cut potential d = 4.815250 rad, coupling continuation d = 4.980702 rad
  A(inf)/A(0) = 0.15465; tail beyond 5 bohr 0.00512 <= 0.01624 rad
  poles of tan d0 at r (bohr): 0.1585 1.4388
  error gain from 0.5 bohr = 4.7860, A ratio squared = 4.7860
l=1: start value d(r0) = 9.8209e-22 rad
  d(r) rad: 0.00044 0.00857 0.38815 2.60909 2.73872 2.74841
  d(inf) = 2.748433 rad = 157.47 deg, d/pi = 0.87485
  arctan(b/a) = -0.393159 rad, node count value = 2.748433 rad
  nodes = 7, theta(kR) = 19.68951 rad, (theta+d)/pi = 7.1422
  cut potential d = 2.609094 rad, coupling continuation d = 2.748433 rad
  A(inf)/A(0) = 0.02730; tail beyond 5 bohr 0.00971 <= 0.01723 rad
l=2: start value d(r0) = 1.3095e-33 rad
  d(r) rad: 0.00000 0.00002 0.00076 0.04673 0.19317 0.20934
  d(inf) = 0.209388 rad = 12.00 deg, d/pi = 0.06665
  arctan(b/a) = 0.209388 rad, node count value = 0.209388 rad
  nodes = 5, theta(kR) = 18.21303 rad, (theta+d)/pi = 5.8640
  cut potential d = 0.046726 rad, coupling continuation d = 0.209388 rad
  A(inf)/A(0) = 0.08280; tail beyond 5 bohr 0.01621 <= 0.01979 rad
l=1 at r = 1e-04 bohr: irregular d = 7.0678e-10 rad, k^3 r^2/Z = 7.0711e-10 rad
  regular d = 9.8215e-18 rad
low k = 0.01 1/bohr
l=0: n = 2, levels (Ry): -16.340 -0.605; d/pi = 1.993746
  scattering length: zero energy 1.9647 bohr, from phase 1.9647 bohr
l=1: n = 1, levels (Ry): -0.205; d/pi = 0.999998
l=2: n = 0, levels (Ry): ; d/pi = 0.000000
l=0: Born d = 3.88418 rad, d/g at g = 1e-05: 3.88428 rad
l=1: Born d = 0.69729 rad, d/g at g = 1e-05: 0.69730 rad
l=2: Born d = 0.14979 rad, d/g at g = 1e-05: 0.14979 rad
k = 2 1/bohr: d0 = 3.6375 rad, Born = 3.5415 rad
k = 10 1/bohr: d0 = 1.5112 rad, Born = 1.4985 rad
k = 40 1/bohr: d0 = 0.5484 rad, Born = 0.5478 rad
```
